# Tunnel current through a gap of fluctuating thickness

## Problem

Two flat metal electrodes face each other across a vacuum gap. Because the surfaces are slightly rough, the local gap $d$ varies over the area as a Gaussian with mean $d_0=1.5$ nm and standard deviation $\sigma=0.1$ nm. Inside the barrier the electron's wave function decays as $e^{-\kappa x}$ with $\kappa=10$ nm$^{-1}$. This is the decay constant of the amplitude, and the answers depend on that convention.

Treat each patch of surface as a flat barrier of its own local thickness, with all patches conducting in parallel.

1. What barrier height does $\kappa$ imply, and at what rate does the current fall with thickness?
2. By what factor does the mean current density exceed that of a uniform gap of width $d_0$?
3. Which thickness dominates the current, and how much of the area and of the current belongs to its neighbourhood?
4. For a bias of 0.1 V at 300 K, how far do the thickness-dependent prefactor and the image force move these answers?

## Hints

**Hint 1.** Match the wave and its derivative at both faces of a rectangular barrier. In a thick barrier, one of the two exponentials is negligible at the entrance face.

**Hint 2.** Parallel conduction means that current densities are averaged, not thicknesses. Write $d=d_0+\delta$ and collect everything that depends on $\delta$ in one exponent.

**Hint 3.** Complete the square. The constant left over answers question 2, and the displaced square answers question 3.

**Hint 4.** For question 4, electrons arrive with a range of energies normal to the barrier. Ask how the width of the range that gets through depends on $d$.

## Solution

### 1. Barrier height and decay of the current

Let the electron have wave number $k$ in both metals, and let the barrier occupy $0<x<d$. For unit incident amplitude, the wave function is

- $e^{ikx}+r\,e^{-ikx}$ on the left,
- $A e^{-\kappa x}+B e^{\kappa(x-d)}$ in the barrier,
- $t\,e^{ik(x-d)}$ on the right.

Continuity of the wave and its derivative at $x=d$ gives

$$Ae^{-\kappa d}+B=t,\qquad \kappa\left(-Ae^{-\kappa d}+B\right)=ikt .$$

Dividing the second equation by $\kappa$ and subtracting it from the first gives

$$A=\frac{t}{2}\,e^{\kappa d}\left(1-\frac{ik}{\kappa}\right).$$

Adding them instead gives $B=\frac t2(1+ik/\kappa)$. At $x=0$ the conditions are

$$1+r=A+Be^{-\kappa d},\qquad ik(1-r)=\kappa\left(-A+Be^{-\kappa d}\right).$$

Multiply the first by $ik$ and add the second, which removes $r$:

$$2ik=-(\kappa-ik)A+(\kappa+ik)Be^{-\kappa d}.$$

The last term is smaller than the one before it by a factor $e^{-2\kappa d}$, which is $e^{-30}$ at $d=1.5$ nm. Dropping it and inserting $A$,

$$2ik=-\frac{(\kappa-ik)^2}{2\kappa}\,t\,e^{\kappa d}
\quad\Rightarrow\quad
t=-\frac{4ik\kappa}{(\kappa-ik)^2}\,e^{-\kappa d}.$$

The transmission probability is therefore

$$T=|t|^2=\frac{16k^2\kappa^2}{(k^2+\kappa^2)^2}\,e^{-2\kappa d}.$$

The current follows the probability, so it decays at twice the rate of the amplitude:

$$J(d)=J(d_0)\,e^{-b(d-d_0)},\qquad b=2\kappa=20\ \text{nm}^{-1}.$$

This assigns every electron the $\kappa$ of the Fermi level and ignores any slower dependence on $d$. Question 4 removes both simplifications.

For an electron at the Fermi level, $\kappa=\sqrt{2m\varphi}/\hbar$, where $\varphi$ is the barrier height above that level. With the free-electron mass,

$$\varphi=\frac{\hbar^2\kappa^2}{2m}=0.0381\ \text{eV nm}^2\times100\ \text{nm}^{-2}=3.81\ \text{eV}.$$

### 2. The mean current

With $\delta=d-d_0$, the area distribution is

$$P(\delta)=\frac{1}{\sigma\sqrt{2\pi}}\,e^{-\delta^2/2\sigma^2}.$$

The mean current density, relative to the uniform gap, is

$$\frac{\langle J\rangle}{J(d_0)}=\frac{1}{\sigma\sqrt{2\pi}}\int_{-\infty}^{\infty}\exp\left(-\frac{\delta^2}{2\sigma^2}-b\delta\right)d\delta .$$

To complete the square, take out the factor $-1/2\sigma^2$, then add and subtract $b^2\sigma^4$:

$$-\frac{\delta^2+2b\sigma^2\delta}{2\sigma^2}
=-\frac{(\delta+b\sigma^2)^2-b^2\sigma^4}{2\sigma^2}
=-\frac{(\delta+b\sigma^2)^2}{2\sigma^2}+\frac{b^2\sigma^2}{2}.$$

The shifted Gaussian still integrates to $\sigma\sqrt{2\pi}$, so

$$\boxed{\frac{\langle J\rangle}{J(d_0)}=e^{b^2\sigma^2/2}}$$

Here $b\sigma=20\times0.1=2$, and the factor is $e^{2}=7.39$.

The average thickness has not changed. The current rises because the exponential is convex: a patch thinner by $\sigma$ gains more than a patch thicker by $\sigma$ loses. For $b\sigma\ll1$ the factor is approximately $1+b^2\sigma^2/2$, since the term linear in $\delta$ averages to zero. At $b\sigma=2$ that expansion would give 3, so the full exponential is needed.

The convention matters a great deal. If 10 nm$^{-1}$ were the decay constant of the current itself, then $b\sigma=1$ and the factor would be $e^{0.5}=1.65$.

### 3. Where the current flows

The fraction of the current carried per unit thickness is the integrand divided by its integral:

$$P_J(\delta)=\frac{P(\delta)\,e^{-b\delta}}{e^{b^2\sigma^2/2}}
=\frac{1}{\sigma\sqrt{2\pi}}\exp\left[-\frac{(\delta+b\sigma^2)^2}{2\sigma^2}\right].$$

This is a Gaussian of the original width, displaced by

$$-b\sigma^2=-20\times0.01=-0.2\ \text{nm}.$$

The current is thus dominated by regions 0.2 nm thinner than average, at $d=1.3$ nm. "Dominated" means that the current distribution is centred there with a spread of 0.1 nm, not that a single thickness carries everything.

The position is a compromise between rarity and conduction. Going from $\delta=0$ to $\delta=-0.2$ nm lowers the area density by $e^{-2}$ and raises the local current density by $e^{4}$. Thinner regions conduct better still, but beyond this point their area falls faster than their current density grows.

The shares follow from the cumulative normal distribution $\Phi$:

- Regions with $\delta<-2\sigma$ cover $\Phi(-2)=2.28\,\%$ of the area. They carry half the current, because $-2\sigma$ is the centre of $P_J$.
- The band $-3\sigma<\delta<-\sigma$ covers $\Phi(-1)-\Phi(-3)=15.7\,\%$ of the area. It lies within one standard deviation of the centre of $P_J$ and carries $68.3\,\%$ of the current.

The dominant thickness differs from the thickness of a uniform gap that would carry the same mean current. Calling the latter $d_{\rm eq}$,

$$e^{-b(d_{\rm eq}-d_0)}=e^{b^2\sigma^2/2}
\quad\Rightarrow\quad
d_{\rm eq}=d_0-\frac{b\sigma^2}{2}=1.4\ \text{nm}.$$

A thickness inferred from the total current, with $b$ and the prefactor known, would be 1.4 nm. This is neither the mean gap nor the dominant one.

Two conditions deserve a look. First, a Gaussian includes impossible negative gaps. Their share of the current is $\Phi(-1.3/0.1)=\Phi(-13)\approx6\times10^{-39}$, which is harmless here but would not be for a much thinner or rougher gap.

Second, a patch must be wider than the tunnelling beam. A wave with transverse wave number $q$ decays at the rate $\sqrt{\kappa^2+q^2}\approx\kappa+q^2/2\kappa$, so its amplitude carries an extra factor $e^{-q^2d/2\kappa}$. If the wave enters at a point, with all $q$ equally present, the Fourier transform of this factor gives an amplitude $e^{-\kappa\rho^2/2d}$ at lateral distance $\rho$. The intensity $e^{-\kappa\rho^2/d}$ falls to $1/e$ at

$$\rho=\sqrt{d/\kappa}=\sqrt{1.3/10}\ \text{nm}=0.36\ \text{nm}.$$

The parabolic expansion of the decay rate makes this radius about 7 % too large, which does not matter here. Patches several nanometres wide are much larger than this, so the local picture is a fair approximation, although the wave still spreads across their edges. To estimate the effect, take independent square patches 5 nm wide, with all the roughness on the emitter, and damp each transverse Fourier component of the wave at its own decay rate. If each patch is given only the real amplitude $e^{-\kappa\delta}$, the mean current falls by about 10 %. A single wave at normal incidence also reaches each displaced face with a phase shift $k\delta$, which makes neighbouring patches partly cancel at their edges. For Fermi energies of 3 to 12 eV the loss then becomes 13 to 16 %. These figures do not carry over directly to a metal, where waves arrive from many directions and the roughness also scatters oblique waves into the more easily transmitted directions near the normal. Roughness on the scale of single atoms is not wide compared with the beam, and the local picture is then no longer justified.

### 4. Corrections for a vacuum gap at 0.1 V and 300 K

**Prefactor, bias and temperature.** Measure the normal energy $E$ from the emitter's Fermi level. The motion parallel to the surface has $m/\pi\hbar^2$ states per unit area and energy, including spin. Integrating the Fermi function over the parallel energy gives $k_BT\ln(1+e^{-E/k_BT})$ for the emitter. The collector gives the same expression with $E+eV$ in place of $E$, where $V$ is the bias. The flux per unit normal energy carries a factor $1/h$, so

$$J=\frac{em}{2\pi^2\hbar^3}\int e^{-S(E,d)}\,k_BT\ln\frac{1+e^{-E/k_BT}}{1+e^{-(E+eV)/k_BT}}\,dE .$$

Here $S$ is the WKB exponent of the barrier tilted by the bias,

$$S(E,d)=\frac{2}{\hbar}\int_0^d\sqrt{2m\left(\varphi-E-eVx/d\right)}\,dx .$$

The matching factor $16k^2\kappa^2/(k^2+\kappa^2)^2$, which is at most 4, has been replaced by 1. This affects the absolute current. The factor does not depend on $d$ at a given energy, so it has little effect on the ratio sought here.

The main thickness dependence of the prefactor is easiest to derive in the limit of low temperature and bias. The logarithmic term, including its factor $k_BT$, then becomes $eV$ for energies below the Fermi level and zero above it. Since $d\kappa/dE=-m/\hbar^2\kappa$, expanding $\kappa$ about the Fermi level gives

$$\int_{-\infty}^{0}e^{-2\kappa d+2mdE/\hbar^2\kappa}\,dE=\frac{\hbar^2\kappa}{2md}\,e^{-2\kappa d},$$

and therefore

$$J\approx\frac{em}{2\pi^2\hbar^3}\,eV\,\frac{\hbar^2\kappa}{2md}\,e^{-2\kappa d}
=\frac{e^2}{h}\,\frac{\kappa V}{2\pi d}\,e^{-2\kappa d}.$$

A thinner barrier transmits a wider range of energies, hence the factor $1/d$. Evaluated at the dominant thickness, it multiplies the enhancement by about $1.5/1.3=1.15$, which gives $7.39\times1.15\approx8.5$.

Numerical integration of the full expression over energy, and then over the Gaussian, gives:

- uniform gap: $4.07\times10^{-5}$ A/cm$^2$,
- rough gap: $3.49\times10^{-4}$ A/cm$^2$,
- enhancement: 8.57,
- current-weighted mean gap: 1.29 nm.

The enhancement is 16 % above $e^2$. Averaging $e^{-bd}/d$ alone gives 8.58, so at these settings the $1/d$ factor accounts for nearly all of the change. The field in the dominant regions is $0.1\ \text{V}/1.3\ \text{nm}=0.77$ MV/cm.

**Image force.** An electron between two conducting planes is attracted by its images. At mid-gap, images of opposite sign lie at distances $d,3d,5d,\dots$ on each side, and images of the same sign at $2d,4d,\dots$. The energy carries a factor $\tfrac12$ because the image charges are induced by the electron itself:

$$U_{\rm mid}=-\frac12\,\frac{e^2}{4\pi\varepsilon_0}\,\frac{2}{d}\left(1-\frac12+\frac13-\dots\right)
=-\frac{e^2\ln2}{4\pi\varepsilon_0 d}.$$

For $d=1.5$ nm this lowers the barrier by 0.67 eV at mid-gap, and by more towards the electrodes. The effect on the current was found by integrating the WKB exponent numerically through the complete image potential. This was done for an electron at the Fermi level, at zero bias and with a constant prefactor. The classical image potential diverges at the electrode faces and is not valid within roughly 0.1 nm of them, so the resulting change in the absolute current is very uncertain. Moving both image planes 0.1 nm into the gap, for example, raises the current by a further factor of about 40, but lowers the enhancement by only about 4 %.

In this WKB estimate the uniform-gap current rises by a factor of about 5500, yet the enhancement changes modestly, from 7.39 to 5.64. The current-weighted gap moves from 1.30 to 1.31 nm. The reason is that the enhancement depends on the slope $dS/dd$, not on $S$ itself. The factor of 5500 reduces $S$ from 30 to about 21.4, an average of 14.3 per nanometre. The slope at $d_0$ is larger, 18.7 nm$^{-1}$, because widening the gap also raises the barrier: at a fixed relative position $x/d$, the image energy scales as $1/d$. Using this slope as $b$ gives $e^{(18.7\times0.1)^2/2}\approx5.7$. The small remaining difference arises because the slope itself varies with $d$. Integrating the Schrödinger equation directly, with the image potential cut off at the bottom of the metal band, leaves the enhancement at 5.64 but gives a rise of only about 1100 to 2900 for Fermi energies between 12 and 3 eV. The factor of 5500 is therefore good only to its order of magnitude.

The two corrections have opposite signs, $+16\,\%$ and $-24\,\%$ relative to $e^2$ when computed separately. With both included in the WKB energy integral, the enhancement is about 6.4, which is 14 % below $e^2$. For this gap, "about $e^2$" is therefore good to a few tens of per cent within the stated model, whereas the absolute current is far less certain.

**Comparison with real electrodes.** Work functions of metals lie roughly between 2 and 6 eV, so a vacuum barrier of 3.81 eV is realistic. An oxide with a lower barrier or a smaller effective mass has a smaller $\kappa$, and the same roughness then matters less. The assumption most open to doubt is the Gaussian itself. Atomic layers in metals are roughly 0.2 nm thick, so a roughness of 0.1 nm may consist of a few discrete terraces. If, for example, only the two gaps $d_0\pm\sigma$ occur, equally often, the standard deviation is unchanged but the enhancement is

$$\tfrac12\left(e^{b\sigma}+e^{-b\sigma}\right)=\tfrac12(7.39+0.14)=3.8,$$

about half the Gaussian value. When $b\sigma$ is not small, the standard deviation alone does not fix the current.

## Variation 1: a Gaussian with its tails removed

Suppose no region deviates from $d_0$ by more than $3\sigma$, the distribution being otherwise Gaussian. What is the enhancement in the simple exponential model?

The remaining area distribution must be renormalised by $\Phi(3)-\Phi(-3)=0.9973$. In the current distribution, centred at $-2\sigma$, the cuts at $-3\sigma$ and $+3\sigma$ lie at $-1$ and $+5$ standard deviations. Hence

$$\frac{\langle J\rangle}{J(d_0)}=e^{2}\,\frac{\Phi(5)-\Phi(-1)}{\Phi(3)-\Phi(-3)}=7.39\times\frac{0.841}{0.997}=6.23 .$$

Removing 0.27 % of the area lowers the mean current by 16 %. Nearly all of the loss comes from the thin side.

## Variation 2: a small junction

A junction measures 100 nm by 100 nm and consists of independent patches 5 nm wide. How much does its current vary from one sample to another?

There are $N=(100/5)^2=400$ patches. Replacing $b$ by $2b$ in the result of question 2 gives the second moment, $\langle J^2\rangle=J(d_0)^2e^{2b^2\sigma^2}$. The relative variance of one patch is then

$$\frac{\langle J^2\rangle}{\langle J\rangle^2}-1=\frac{e^{2b^2\sigma^2}}{e^{b^2\sigma^2}}-1=e^{b^2\sigma^2}-1=e^4-1=53.6 .$$

Averaging over $N$ independent patches divides the variance by $N$, so the relative standard deviation of the junction current is

$$\sqrt{53.6/400}=0.37 .$$

On average about $0.0228\times400\approx9$ patches are thinner than 1.3 nm, and their expected contribution is half the mean current. The integrand of the second moment is a Gaussian centred at $-2b\sigma^2=-4\sigma$, so these patches supply $\Phi(2)=97.7\,\%$ of it. Most of it comes from still rarer patches. Those thinner than $d_0-3\sigma$, about one for every two junctions, supply $\Phi(1)=84\,\%$, and those beyond $4\sigma$, about one in 80 junctions, supply half. The value 0.37 is thus set by a few junctions with an exceptionally thin spot. The central 68 % of junctions have enhancements between about 5.5 and 9.0, and with the tails cut at $3\sigma$ as in Variation 1 the relative scatter drops to 0.17.

The distribution is also skewed. In a random sample of 20,000 such junctions, the median enhancement was 6.9 and 62 % of the junctions lay below the ensemble mean of 7.39. Reducing the scatter to 10 % requires $53.6/0.1^2\approx5400$ patches, which is a junction about 370 nm on a side. The factor $e^2$ is thus a property of large areas, and a single small junction may depart from it noticeably.
